# The rigid moire period of aligned graphene on Ir(111)

## Problem

A graphene sheet lies on the (111) surface of iridium. Both have triangular translation lattices, and their close-packed lattice rows are parallel. The lattice constants are $a_g=0.246$ nm for graphene and $a_s=0.2715$ nm for the Ir surface. Each is the length of a primitive translation vector in the surface plane. In particular, $a_g$ is not the carbon-carbon bond length.

Treat both lattices as rigid, flat and unstrained.

(a) Over what distance does the position of the graphene lattice relative to the nearest Ir atoms, called the local registry, repeat?

(b) Is this distance also a repeat length of the atomic structure?

(c) How many digits of the answer do the given constants support?

## Hints

1. Start where a graphene lattice point sits on an Ir atom and walk along a close-packed row. By how much does the graphene lattice fall behind the Ir lattice at each step?
2. A shift of one lattice by a whole Ir spacing leaves the registry unchanged.
3. For (b), compare the period with whole numbers of graphene and Ir cells.
4. For (c), write the result as a difference of inverse lengths before differentiating it.

## Solution

### (a) The period

**One row.** Place the origin where a graphene lattice point lies on an Ir atom. The $n$th graphene point along the row is at $na_g$, and the $n$th Ir atom is at $na_s$. The offset of the first from the second is

$$u_n=na_g-na_s=-n(a_s-a_g).$$

The minus sign says that graphene, with the smaller spacing, falls behind. Each step adds a slip of $a_s-a_g=0.0255$ nm, which is small compared with either lattice constant. The registry therefore changes slowly from one graphene cell to the next, and this slow change is the moire pattern.

Since $n=x/a_g$ at position $x$, the offset can be written as a smooth function that agrees with $u_n$ at every graphene point:

$$u(x)=-\frac{a_s-a_g}{a_g}\,x .$$

An offset of $-a_s$ is equivalent to no offset, because the graphene point then lies on the preceding Ir atom instead. The registry thus first returns at the distance $L$ for which the accumulated slip is one Ir spacing:

$$\frac{a_s-a_g}{a_g}\,L=a_s .$$

Multiplying by $a_g$ and dividing by $a_s-a_g$ gives

$$L=\frac{a_g a_s}{a_s-a_g}.$$

**The whole surface.** Let $\mathbf e_1$ and $\mathbf e_2$ be unit vectors along two close-packed rows, 60 degrees apart. A graphene lattice point is $\mathbf r=a_g(n_1\mathbf e_1+n_2\mathbf e_2)$. Its offset from the Ir atom with the same two integers is

$$\mathbf u=(a_g-a_s)(n_1\mathbf e_1+n_2\mathbf e_2)
=-\frac{a_s-a_g}{a_g}\,\mathbf r .$$

The factor in front of $\mathbf r$ is the same number in all directions. The registry repeats after a displacement $\mathbf R$ that changes $\mathbf u$ by an Ir lattice vector $a_s(m_1\mathbf e_1+m_2\mathbf e_2)$, with integers $m_1,m_2$. Solving for $\mathbf R$,

$$\mathbf R=-\frac{a_ga_s}{a_s-a_g}(m_1\mathbf e_1+m_2\mathbf e_2)
=-L(m_1\mathbf e_1+m_2\mathbf e_2).$$

The sign has no effect on the set of vectors, since $m_1$ and $m_2$ take both signs. The moire lattice is therefore triangular, has the constant $L$, and is parallel to the two atomic lattices. The second carbon atom of each graphene cell moves with its lattice point and does not alter the period.

**Numbers.**

$$L=\frac{0.246\times0.2715}{0.2715-0.246}\ \text{nm}
=\frac{0.066789}{0.0255}\ \text{nm}=2.619\ \text{nm}\approx2.6\ \text{nm}.$$

The result can be tested without the formula. For a patch of $181\times181$ graphene cells, the distance from every graphene lattice point to its nearest Ir atom was found by direct search. The six strongest Fourier components of the squared distance all correspond to a triangular pattern of period 2.6192 nm, in agreement with the formula.

**Limits.** Taking the inverse of the formula gives

$$\frac1L=\frac{a_s-a_g}{a_ga_s}=\frac1{a_g}-\frac1{a_s}.$$

This is the relation for a beat between two waves: the spatial frequencies subtract. As $a_s$ approaches $a_g$, the slip per cell vanishes and $L$ grows without bound, so two equal aligned lattices have no moire. If $a_s$ is much larger than $a_g$, the formula gives an $L$ close to $a_g$. The slip per step, $a_s-a_g$, is then nearly a whole Ir spacing instead of a small part of one. The smooth function $u(x)$ runs through almost a full Ir spacing between neighbouring graphene points, so $L$ no longer describes a slow pattern. Once $a_s$ exceeds $2a_g$, the frequency $1/a_s$ is lower than $1/a_g-1/a_s$, and the registry sampled at the graphene points varies with the period $a_s$ of the substrate rather than with $L$. Here $L$ is about ten lattice constants, so the picture is sound.

### (b) Registry period and atomic repeat

Multiply the beat relation by $L$:

$$\frac{L}{a_g}-\frac{L}{a_s}=1 .$$

One period holds one more graphene cell than Ir cells. The two numbers need not be integers, and here they are not: $L/a_g=10.647$ and $L/a_s=9.647$. A displacement by $L$ along a row restores the smooth function $u(x)$, modulo $a_s$, but it does not carry graphene points onto graphene points. So $L$ is the repeat length of the registry and not of the atomic structure.

The nearest whole-cell matches show how far off the atoms are. Ten graphene cells measure 2.4600 nm and nine Ir cells 2.4435 nm. Eleven graphene cells measure 2.7060 nm and ten Ir cells 2.7150 nm. With the Ir lattice held fixed, the graphene strain needed to close each gap is

$$\frac{2.4435}{2.4600}-1=-0.67\,\%,\qquad
\frac{2.7150}{2.7060}-1=+0.33\,\% .$$

A calculation with a small periodic cell that imposes one of these matches also changes the moire period, to 2.4435 nm or 2.7150 nm. The second match needs less strain, but both replace the rigid, unstrained sheet by a strained one.

If the two decimal constants are taken literally, an exact repeat does exist. Their ratio is

$$\frac{a_s}{a_g}=\frac{2715}{2460}=\frac{181}{164},$$

where the common factor 15 has been removed. Hence 181 graphene cells are as long as 164 Ir cells, namely 44.526 nm. This length has $181-164=17$ more graphene cells than Ir cells, and it therefore contains 17 moire periods. The number 44.526 nm has little physical meaning, because a change in the last digit of either constant gives a different fraction. The period $L$ changes smoothly under the same alteration.

### (c) Sensitivity and digits

Take the differential of $1/L=1/a_g-1/a_s$:

$$-\frac{dL}{L^2}=-\frac{da_g}{a_g^2}+\frac{da_s}{a_s^2}.$$

Multiplication by $-L$ turns this into a relation between relative changes:

$$\frac{dL}{L}=\frac{L}{a_g}\frac{da_g}{a_g}-\frac{L}{a_s}\frac{da_s}{a_s}
=10.65\,\frac{da_g}{a_g}-9.65\,\frac{da_s}{a_s}.$$

A larger graphene constant reduces the mismatch and lengthens the period. A larger Ir constant increases the mismatch and shortens it. The two coefficients add up to one, as they must: if both lattices are enlarged by the same factor, so is the pattern.

The magnification of about ten limits the accuracy. Suppose that each constant is uncertain by half a unit in its last given digit, which means $\pm0.0005$ nm for graphene and $\pm0.00005$ nm for Ir. The smallest $L$ comes from the smallest $a_g$ with the largest $a_s$, and the largest $L$ from the opposite choice. The resulting range is 2.559 to 2.682 nm. Two figures are the most that can be quoted, and even the second is not fully secured, since the upper end would round to 2.7 nm. The answer to the problem is $L\approx2.6$ nm.

## Variation 1: a twist of one degree

*The graphene sheet is turned by $\theta=1$ degree relative to the Ir rows. Find the new period and the direction of the moire.*

Wave vectors are convenient here. In a triangular lattice of constant $a$, neighbouring close-packed rows are $\sqrt3a/2$ apart, so the shortest reciprocal vectors have length

$$\frac{2\pi}{\sqrt3a/2}=\frac{4\pi}{\sqrt3\,a}.$$

Let $\mathbf K_s$ be such a vector of Ir and $\mathbf K_g$ the corresponding one of graphene, turned by $\theta$. The phase $\mathbf K_s\cdot\mathbf r$ tells where a point lies within an Ir cell. At graphene lattice points $\mathbf K_g\cdot\mathbf r$ is a multiple of $2\pi$, so subtracting it changes nothing there. The registry thus varies with the small wave vector $\mathbf K_g-\mathbf K_s$, up to an overall sign. Its squared length follows from the law of cosines. Setting it equal to $(4\pi/\sqrt3L)^2$ and cancelling the common factor,

$$\frac1{L^2}=\frac1{a_g^2}+\frac1{a_s^2}-\frac{2\cos\theta}{a_ga_s}
=\frac{a_s^2+a_g^2-2a_ga_s\cos\theta}{a_g^2a_s^2},$$

and therefore

$$L(\theta)=\frac{a_ga_s}{\sqrt{a_g^2+a_s^2-2a_ga_s\cos\theta}} .$$

At $\theta=0$ the root is $a_s-a_g$, and the earlier result returns. A twist makes $\cos\theta$ smaller and the root larger, so it shortens the period. This holds for $\theta$ up to 30 degrees. Both lattices of points repeat under a turn of 60 degrees, so a larger angle must first be reduced to the range from $-30$ to $30$ degrees; a twist of 59 degrees gives the same period as a twist of one degree.

For the direction, resolve $\mathbf K_g-\mathbf K_s$ along $\mathbf K_s$ and perpendicular to it. The components are proportional to $\cos\theta/a_g-1/a_s$ and $\sin\theta/a_g$. Multiplying both by $a_ga_s$ gives the angle $\varphi$ through which the moire turns relative to the Ir rows (relative to the graphene rows the angle is $\varphi-\theta$):

$$\tan\varphi=\frac{a_s\sin\theta}{a_s\cos\theta-a_g}.$$

For one degree, $L=2.579$ nm and $\varphi=10.5$ degrees. The period falls by about 1.5 % of its aligned value, whereas the direction changes by more than ten times the twist. At small angles $\varphi\approx a_s\theta/(a_s-a_g)=(L/a_g)\theta$, with $L$ the aligned period, so the magnification is the same 10.65 as before. The direction of the moire is therefore a more sensitive sign of a small misalignment than its period.

The search for nearest Ir atoms was repeated for a patch twisted by 2 degrees. It gave 2.468 nm and 20.6 degrees, against 2.469 nm and 20.5 degrees from the formulas. The small differences lie within the resolution of the finite Fourier grid.

## Variation 2: graphene shortened by cooling and by ripples

*The sheet is grown hot and then cooled, and it is not perfectly flat. Estimate how far each effect moves the aligned period.*

**Cooling.** Take a rough mean expansion coefficient of Ir, $\alpha=7\times10^{-6}$ per K, and a rough temperature drop $\Delta T=1000$ K. Suppose that graphene has the constant 0.246 nm and no strain at the growth temperature, and that it is then fully clamped to the metal. The thermal change of free graphene is neglected. The value $a_s=0.2715$ nm refers to the cold surface. On cooling, both lattices shrink by the factor $1/(1+\alpha\Delta T)=1/1.007$, which compresses graphene by $x=0.70\,\%$. With $a_g$ replaced by $a_g(1-x)$,

$$L=\frac{a_g(1-x)\,a_s}{a_s-a_g(1-x)}=2.438\ \text{nm},$$

which is 6.9 % below the rigid, unstrained value. The linear rule of part (c) gives about 7.4 %. It overestimates the change because the mismatch in the denominator grows as the sheet is compressed. Full clamping is a limiting case: a sheet that slips or wrinkles during cooling releases part of the compression.

**Ripples.** Let the height of the sheet follow the moire as a sum of three cosine waves,

$$h(\mathbf r)=A\sum_{i=1}^3\cos(\mathbf k_i\cdot\mathbf r),\qquad
\mathbf k_1+\mathbf k_2+\mathbf k_3=0,$$

each with wave number $K=4\pi/(\sqrt3L)=2.770$ per nm. The highest value is $3A$, where all three cosines are one. The lowest is $-3A/2$, where all three are $-1/2$. A rough height of 0.04 nm from valley to peak then gives $A=0.04/4.5=0.00889$ nm.

The slope is $\nabla h=-A\sum_i\mathbf k_i\sin(\mathbf k_i\cdot\mathbf r)$. On averaging its square over a moire cell, products of different waves vanish and each squared sine gives $1/2$:

$$\langle|\nabla h|^2\rangle=\tfrac32A^2K^2 .$$

For small slopes, the true area exceeds the projected area by the factor $1+\tfrac12\langle|\nabla h|^2\rangle=1+\tfrac34A^2K^2$. If the true area of the sheet is held fixed, its projection shrinks by this factor. The threefold pattern shortens all directions equally, so the relative shortening of a length is half that of the area:

$$\frac38A^2K^2=\frac38(0.00889\times2.770)^2=0.0227\,\% .$$

Numerical integration of the full surface area gives the same 0.0227 %. Magnified by 10.65, the shortening lowers the period by 0.24 %, to 2.613 nm. For this ripple height the effect is far smaller than that of clamped cooling.

**The real contact.** The moire of graphene on Ir(111) is observed at roughly 2.5 nm, between the rigid value of 2.6 nm and the fully clamped value of 2.4 nm. This is consistent with a sheet that keeps part of its compression, although the position between two estimates does not prove the cause. The clamped value is itself rough, because the thermal change of free graphene was neglected. If free graphene has the constant 0.246 nm when cold and expands on heating by $10^{-6}$ per K, the clamped period rises by about 0.025 nm. If it contracts on heating at the same rate, the clamped period falls by about 0.024 nm. Free graphene contracts on heating near room temperature, so the sign of the mean coefficient over the whole range is not fixed here. The assumption that matters most here is the absence of strain: within this model, breaking it moves the period by up to about 7 %, or about 8 % if free graphene contracts on heating by $10^{-6}$ per K. The one-degree twist and the ripple considered above matter less, but a twist of a little over two degrees would shorten the period as much as full clamping does. The period is also a purely geometric quantity. It gives the lateral scale on which registry varies across the contact, but not the strength of the binding or the contact resistance.

The numerical output below lists the main computed values.

## Numbers as computed

```
graphene lattice constant a_g: 0.2460 nm
Ir surface lattice constant a_s: 0.2715 nm
difference a_s - a_g: 0.0255 nm
product a_g*a_s: 0.066789 nm^2
moire period L, formula: 2.6192 nm
moire period, mismatch map: 2.6192 nm
graphene cells per period L/a_g: 10.647
Ir cells per period L/a_s: 9.647
exact repeat, graphene cells: 181
exact repeat, Ir cells: 164
exact repeat length: 44.526 nm
moire periods in exact repeat: 17
10 graphene cells: 2.4600 nm
9 Ir cells: 2.4435 nm
graphene strain to match 10 on 9: -0.67 %
11 graphene cells: 2.7060 nm
10 Ir cells: 2.7150 nm
graphene strain to match 11 on 10: 0.33 %
sensitivity dlnL/dln a_g: 10.65
sensitivity dlnL/dln a_s: -9.65
lowest L from input rounding: 2.559 nm
highest L from input rounding: 2.682 nm
twist test angle: 2.0 deg
L at test twist, formula: 2.469 nm
L at test twist, mismatch map: 2.468 nm
moire turn at test twist, formula: 20.5 deg
moire turn at test twist, map: 20.6 deg
L at 1 deg twist: 2.579 nm
moire turn at 1 deg twist: 10.5 deg
Ir mean expansion (rough): 7.0e-06 1/K
temperature drop (rough): 1000 K
clamped graphene compression: 0.70 %
L with fully clamped graphene: 2.438 nm
change of L by clamping: -6.9 %
ripple height, valley to peak (rough): 0.040 nm
ripple wave amplitude A: 0.00889 nm
ripple wave number K: 2.770 1/nm
projected shortening, quadrature: 0.0227 %
projected shortening, formula: 0.0227 %
L with ripple: 2.613 nm
change of L by ripple: -0.24 %
```
